# Unfolding Silicon-Germanium Supercell Bands: Sum Rules, Moments and Errors: test program

```python
"""Unfolding of tight-binding supercell states onto the primitive Brillouin zone.

Result under test: with |k,a> = N^(-1/2) sum_R exp(ik.R)|R,a>, the weights
W_n(k) = sum_a |<k,a|n>|^2 obey sum_k W = 1 and sum_n W = 10; in pure silicon they
return the primitive bands exactly; in a sublattice-balanced alloy the matrix
first moment is the virtual-crystal Hamiltonian, and the second moment measures
the disorder coupling between different k.
Symbols: N primitive cells, K supercell wave vector, k primitive wave vectors
(both in fractions of the primitive reciprocal vectors), c occupation (0 Si, 1 Ge),
x mean germanium fraction. Energies in eV, lengths in angstrom. No spin.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar

# Round model parameters: Es, Ep, Es*, Vss, Vxx, Vxy, Vsp, Vs*p
SI = np.array([-4.2, 1.7, 6.7, -8.3, 1.7, 4.6, 5.7, 5.4])
GE = np.array([-5.9, 1.6, 6.4, -6.8, 1.6, 4.9, 5.5, 5.2])
OFFSET = 0.5                       # rough valence offset of Ge above Si
GE[:3] += OFFSET
CONTRAST = GE - SI
A_SI, A_GE = 5.43, 5.66            # rough lattice constants
X_GE = 0.25
SHAPE = (4, 4, 4)
N = int(np.prod(SHAPE))
DIRS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
SHIFTS = np.array([[0, 0, 0], [-1, 0, 0], [0, -1, 0], [0, 0, -1]])
RECIP = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])   # in 2 pi / a
GAMMA = (0.0, 0.0, 0.0)
VALLEY = (0.375, 0.375, 0.0)       # 0.75 of the way from Gamma to X


def hopping(p, d):
    """Hopping block from an atom to its neighbour in direction d."""
    t = np.zeros((5, 5))
    t[1:4, 1:4] = p[5] * np.outer(d, d)
    t[[1, 2, 3], [1, 2, 3]] = p[4]
    t[0, 0] = p[3]
    t[0, 1:4], t[1:4, 0] = p[6] * d, -p[6] * d
    t[4, 1:4], t[1:4, 4] = p[7] * d, -p[7] * d
    return t / 4


def supercell(c, shape, K, stretch=False):
    """Supercell Hamiltonian assembled bond by bond; c has shape (cells, 2)."""
    n = int(np.prod(shape))
    H = np.zeros((n, 2, 5, n, 2, 5), complex)
    a_mean = A_SI + c.mean() * (A_GE - A_SI)
    for i, cell in enumerate(np.ndindex(*shape)):
        for s in range(2):
            p = SI + c[i, s] * CONTRAST
            H[i, s, :, i, s, :] += np.diag([p[0], p[1], p[1], p[1], p[2]])
        for d, shift in zip(DIRS, SHIFTS):
            target = np.array(cell) + shift
            inside = target % np.array(shape)
            j = int(np.ravel_multi_index(tuple(inside), shape))
            mix = (c[i, 0] + c[j, 1]) / 2
            t = hopping(SI + mix * CONTRAST, d)
            if stretch:            # inverse-square law in the bond length
                t = t * ((A_SI + mix * (A_GE - A_SI)) / a_mean) ** 2
            t = t * np.exp(2j * np.pi * np.dot(K, target - inside))
            H[i, 0, :, j, 1, :] += t
            H[j, 1, :, i, 0, :] += t.conj().T
    return H.reshape(10 * n, 10 * n)


def primitive(p, k):
    """Primitive Hamiltonian from closed structure factors (atomic-position phases)."""
    phase = np.exp(0.5j * np.pi * (DIRS @ (np.array(k) @ RECIP)))
    g0, (g1, g2, g3) = phase.sum() / 4, phase @ DIRS / 4
    es, ep, e2, ss, xx, xy, sp, s2p = p
    T = np.array([[ss*g0, sp*g1, sp*g2, sp*g3, 0],
                  [-sp*g1, xx*g0, xy*g3, xy*g2, -s2p*g1],
                  [-sp*g2, xy*g3, xx*g0, xy*g1, -s2p*g2],
                  [-sp*g3, xy*g2, xy*g1, xx*g0, -s2p*g3],
                  [0, s2p*g1, s2p*g2, s2p*g3, 0]])
    D = np.diag([es, ep, ep, ep, e2])
    return np.block([[D, T], [T.conj().T, D]])


def cell_phases(H, k):
    """Change a primitive Hamiltonian to phases that depend on the cell only."""
    u = np.ones(10, complex)
    u[5:] = np.exp(-0.5j * np.pi * (np.array(k) @ RECIP).sum())
    return u.conj()[:, None] * H * u[None, :]


def folded(shape, K):
    """All primitive k that fold to K, and the Fourier matrix F[cell, k]."""
    cells = np.array(list(np.ndindex(*shape)))
    ks = np.array(K) + cells / np.array(shape)
    return ks, np.exp(2j * np.pi * cells @ ks.T) / np.sqrt(len(cells))


def amplitudes(F, vectors):
    """<k,a|n> with indices [k, a, n]."""
    return np.tensordot(F.conj().T, vectors.reshape(len(F), 10, -1), 1)


def index_of(ks, k):
    diff = ks - np.array(k)
    return int(np.argmin(np.abs(diff - np.round(diff)).sum(axis=1)))


def balanced(rng):
    c = np.zeros((N, 2))
    for s in range(2):
        c[rng.choice(N, int(X_GE * N), replace=False), s] = 1
    return c


rng = np.random.default_rng(7)
ALLOY = balanced(rng)


@lru_cache(maxsize=None)
def solve(scale, K):
    """Eigenstates with the Si-Ge contrast multiplied by scale (0 = pure Si)."""
    return np.linalg.eigh(supercell(scale * ALLOY, SHAPE, K))


# Pure silicon: integer weight in every degenerate group, at the primitive energies
def recovery_error(E, V, shape, K):
    ks, F = folded(shape, K)
    W = (abs(amplitudes(F, V)) ** 2).sum(axis=1)
    starts = np.r_[0, np.where(np.diff(E) > 1e-6)[0] + 1]
    ends = np.r_[starts[1:] - 1, len(E) - 1]
    grouped = np.add.reduceat(W, starts, axis=1)
    worst = 0.0
    for j, k in enumerate(ks):
        bands = np.linalg.eigvalsh(primitive(SI, k))
        g = np.searchsorted(E[starts] - 5e-7, bands, side="right") - 1
        assert np.all(g >= 0) and np.all(bands < E[ends[g]] + 5e-7)
        count = np.bincount(g, minlength=len(starts))
        worst = max(worst, abs(grouped[j] - count).max())
    return worst, int((W.max(axis=0) < 0.99).sum())


err_sym, n_mixed = recovery_error(*solve(0.0, GAMMA), SHAPE, GAMMA)
small, K_gen = (3, 2, 1), (0.11, 0.07, -0.03)
err_gen, _ = recovery_error(*np.linalg.eigh(supercell(np.zeros((6, 2)), small, K_gen)),
                            small, K_gen)
assert err_sym < 1e-6 and err_gen < 1e-6

# Alloy: sum rules and moments
P_MIX = SI + X_GE * CONTRAST
onsite2 = CONTRAST[0]**2 + 3 * CONTRAST[1]**2 + CONTRAST[2]**2


def predicted_excess(ks, j):
    norms = np.array([np.linalg.norm(primitive(CONTRAST, k)[:5, 5:])**2 for k in ks])
    return X_GE * (1 - X_GE) * (2 * onsite2
                                + 0.5 * (norms[j] + np.delete(norms, j).mean()))


err_state = err_k = err_first = err_second = 0.0
excess_gamma = None
for K in (GAMMA, VALLEY):
    ks, F = folded(SHAPE, K)
    E, V = solve(1.0, K)
    amp = amplitudes(F, V)
    W = (abs(amp) ** 2).sum(axis=1)
    err_state = max(err_state, abs(W.sum(axis=0) - 1).max())
    err_k = max(err_k, abs(W.sum(axis=1) - 10).max())
    H = supercell(ALLOY, SHAPE, K)
    for j in (0, 27):
        vca = cell_phases(primitive(P_MIX, ks[j]), ks[j])
        first = (amp[j] * E) @ amp[j].conj().T
        err_first = max(err_first, abs(first - vca).max())
        coupling = amplitudes(F, H @ np.kron(F[:, j][:, None], np.eye(10)))
        excess = sum(np.linalg.norm(coupling[i])**2 for i in range(N) if i != j)
        second = (E**2 * W[j]).sum()
        err_second = max(err_second, abs(second - np.linalg.norm(vca)**2 - excess))
        if K == GAMMA and j == 0:
            excess_gamma = second - np.linalg.norm(vca)**2
            excess_gamma_mean = predicted_excess(ks, j)
assert max(err_state, err_k) < 1e-9
assert err_first < 1e-9 and err_second < 1e-7

# Full enumeration of balanced configurations in a 2 x 2 x 2 cell
cube = (2, 2, 2)
ks8, F8 = folded(cube, K_gen)
B8 = np.kron(F8[:, 0][:, None], np.eye(10))
pairs = list(combinations(range(8), 2))
total = 0.0
for ge_a in pairs:
    for ge_b in pairs:
        c8 = np.zeros((8, 2))
        c8[list(ge_a), 0] = 1
        c8[list(ge_b), 1] = 1
        HB = supercell(c8, cube, K_gen) @ B8
        total += np.linalg.norm(HB)**2 - np.linalg.norm(B8.conj().T @ HB)**2
enumerated = total / len(pairs)**2
formula8 = predicted_excess(ks8, 0)
assert abs(enumerated - formula8) < 1e-8

# Unequal sublattices: the virtual crystal of the mean composition must fail
c8 = np.zeros((8, 2))
c8[:4, 0] = 1
block = B8.conj().T @ supercell(c8, cube, K_gen) @ B8
unbalanced = abs(block - cell_phases(primitive(P_MIX, ks8[0]), ks8[0])).max()
assert unbalanced > 0.1


# Perturbation theory for the lowest Gamma state
def lowest_state(scale):
    Hv = supercell(np.full((N, 2), scale * X_GE), SHAPE, GAMMA)
    ev, vv = np.linalg.eigh(Hv)
    dH = supercell(scale * ALLOY, SHAPE, GAMMA) - Hv
    m2 = abs(vv.conj().T @ (dH @ vv[:, 0]))[1:]**2
    gaps = ev[1:] - ev[0]
    E, V = solve(scale, GAMMA)
    w = (abs(amplitudes(folded(SHAPE, GAMMA)[1], V[:, :1]))**2).sum(axis=(1, 2))
    return -(m2 / gaps).sum(), E[0] - ev[0], (m2 / gaps**2).sum(), w[1:].sum()


WEAK = 1e-3
s_pt, s_num, l_pt, l_num = lowest_state(WEAK)
assert abs(s_pt / s_num - 1) < 0.01 and abs(l_pt / l_num - 1) < 0.01
shift_pt, shift_num, loss_pt, loss_num = lowest_state(1.0)


# Coupling of the two valleys at +k and -k that fold to the same K
def valley_pair(scale):
    ks, F = folded(SHAPE, VALLEY)
    H = supercell(scale * ALLOY, SHAPE, VALLEY)
    E, V = solve(scale, VALLEY)
    js = [index_of(ks, VALLEY), index_of(ks, -np.array(VALLEY))]
    states = []
    for j in js:
        B = np.kron(F[:, j][:, None], np.eye(10))
        states.append(B @ np.linalg.eigh(B.conj().T @ H @ B)[1][:, 4])
    share = sum(abs(u.conj() @ V)**2 for u in states)
    pick = np.sort(np.argsort(share)[-2:])
    W = (abs(amplitudes(F, V))**2).sum(axis=1)[js]
    return 2 * abs(states[0].conj() @ H @ states[1]), E[pick], W[:, pick], W


v_pt, v_E, _, _ = valley_pair(WEAK)
assert abs(v_pt / (v_E[1] - v_E[0]) - 1) < 0.02
split_pt, valley_E, valley_W, W_pm = valley_pair(1.0)
edge_states = slice(4 * N, 4 * N + 20)
assert abs(W_pm[0, edge_states] - W_pm[1, edge_states]).max() < 1e-6


# Bands from the cumulative weight
def unfolded_bands(scale, k):
    K = GAMMA if abs((4 * k[0]) % 1) < 1e-9 else VALLEY
    ks, F = folded(SHAPE, K)
    E, V = solve(scale, K)
    w = (abs(amplitudes(F, V)[index_of(ks, k)])**2).sum(axis=0)
    return E[np.searchsorted(np.cumsum(w), np.arange(10) + 0.5)]


table = []
err_band = 0.0
for t in (0, 0.25, 0.5, 0.75, 1.0):
    k = (t / 2, t / 2, 0.0)
    pure, alloy = unfolded_bands(0.0, k), unfolded_bands(1.0, k)
    err_band = max(err_band, abs(pure - np.linalg.eigvalsh(primitive(SI, k))).max())
    vca = np.linalg.eigvalsh(primitive(P_MIX, k))
    table.append((t, *pure[3:5], *alloy[3:5], *vca[3:5]))
assert err_band < 1e-9


# Virtual-crystal valley, masses, and the size of neglected effects
def conduction(p, cart):
    return np.linalg.eigvalsh(primitive(p, np.array(cart) @ np.linalg.inv(RECIP)))[4]


def valley_minimum(p):
    r = minimize_scalar(lambda t: conduction(p, (0, 0, t)), bounds=(0.5, 1.0),
                        method="bounded", options={"xatol": 1e-8})
    return r.x, r.fun


t_si, e_si = valley_minimum(SI)
t_mix, e_mix = valley_minimum(P_MIX)
a_mix = A_SI + X_GE * (A_GE - A_SI)
hbar2_m = sc.hbar**2 / (sc.m_e * sc.e) * 1e20
h = 0.005


def mass(direction):
    d = h * np.array(direction)
    k0 = np.array([0, 0, t_mix])
    curve = (conduction(P_MIX, k0 + d) + conduction(P_MIX, k0 - d) - 2 * e_mix)
    return hbar2_m * (2 * np.pi * h / a_mix)**2 / curve


def sampled_edges(c, stretch=False):
    e0 = np.linalg.eigvalsh(supercell(c, SHAPE, GAMMA, stretch))
    e1 = np.linalg.eigvalsh(supercell(c, SHAPE, VALLEY, stretch))
    return max(e0[4*N - 1], e1[4*N - 1]), min(e0[4*N], e1[4*N])


top, bottom = sampled_edges(ALLOY)
gap = bottom - top
s_top, s_bottom = sampled_edges(ALLOY, stretch=True)
gaps = [gap] + [float(np.diff(sampled_edges(balanced(rng)))[0]) for _ in range(3)]

SO_SI, SO_GE = 0.04, 0.30          # rough spin-orbit splittings
so_mix = SO_SI + X_GE * (SO_GE - SO_SI)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
H_so = np.kron(primitive(P_MIX, GAMMA), np.eye(2))
for axis in range(3):
    L = np.zeros((10, 10), complex)
    i, j = (axis + 1) % 3, (axis + 2) % 3
    for first_p in (1, 6):
        L[first_p + i, first_p + j], L[first_p + j, first_p + i] = -1j, 1j
    H_so = H_so + so_mix / 3 * np.kron(L, pauli[axis])
e_so = np.linalg.eigvalsh(H_so)
top_mix = np.linalg.eigvalsh(primitive(P_MIX, GAMMA))[3]
assert abs((e_so[7] - e_so[2]) - so_mix) < 1e-9
T_USE, VAR_A, VAR_B = 300.0, 5e-4, 600.0   # rough gap-narrowing law

ksG, FG = folded(SHAPE, GAMMA)
EG, VG = solve(1.0, GAMMA)
WG = (abs(amplitudes(FG, VG)[0])**2).sum(axis=0)

names = "Es Ep Es* Vss Vxx Vxy Vsp Vs*p"
print("parameters (eV):", names)
print("  Si:", *(f"{v:.1f}" for v in SI))
print("  Ge, offset included:", *(f"{v:.1f}" for v in GE))
print(f"Ge valence offset {OFFSET:.1f} eV; Ge fraction {X_GE:.2f}")
print(f"rough lattice constants Si {A_SI}, Ge {A_GE}, alloy {a_mix:.4f} angstrom")
print(f"cells {N}, atoms {2*N}, Ge atoms {int(ALLOY.sum())}, orbitals {10*N}")
edge = SHAPE[0] * a_mix / np.sqrt(2)
print(f"supercell edge {edge:.2f} angstrom = {edge/10:.3f} nm")
print(f"pure Si group-weight error: K=0 {err_sym:.1e}, generic K {err_gen:.1e}")
print(f"pure Si eigenvectors at K=0 with no weight above 0.99: {n_mixed} of {10*N}")
print(f"pure Si largest unfolded band error {err_band:.1e} eV")
print(f"alloy sum-rule errors: per state {err_state:.1e}, per k {err_k:.1e}")
print(f"first-moment matrix error {err_first:.1e} eV")
print(f"first-moment mismatch, unequal sublattices {unbalanced:.3f} eV")
print(f"second-moment identity error {err_second:.1e} eV^2")
print(f"8-cell mean excess, {len(pairs)**2} configurations {enumerated:.6f} eV^2")
print(f"8-cell mean excess, closed formula {formula8:.6f} eV^2")
print(f"alloy Gamma excess {excess_gamma:.4f}, ensemble formula {excess_gamma_mean:.4f} eV^2")
print(f"alloy Gamma rms disorder width per orbital {np.sqrt(excess_gamma/10):.4f} eV")
print("bands 4 and 5 from Gamma (t=0) to X (t=1), eV:")
print("   t    Si4     Si5   alloy4  alloy5   VCA4    VCA5")
for row in table:
    print(f"{row[0]:5.2f}" + "".join(f"{v:8.4f}" for v in row[1:]))
for n in range(4*N - 3, 4*N):
    print(f"alloy valence state {n+1}: E {EG[n]:.4f} eV, W(Gamma) {WG[n]:.4f}")
for n in range(2):
    print(f"alloy valley state {n+1}: E {valley_E[n]:.4f} eV, "
          f"W(+k) {valley_W[0, n]:.4f}, W(-k) {valley_W[1, n]:.4f}")
print(f"valley splitting {1e3*(valley_E[1]-valley_E[0]):.2f} meV, "
      f"first order {1e3*split_pt:.2f} meV")
print(f"weak contrast {WEAK}: ratios theory/computed shift {s_pt/s_num:.5f}, "
      f"loss {l_pt/l_num:.5f}, splitting {v_pt/(v_E[1]-v_E[0]):.5f}")
print(f"lowest Gamma state shift {shift_num:.4f} eV, second order {shift_pt:.4f} eV")
print(f"lowest Gamma state weight lost {loss_num:.4f}, second order {loss_pt:.4f}")
print(f"Si valley minimum t {t_si:.4f}, gap {e_si:.4f} eV")
print(f"VCA valley minimum t {t_mix:.4f}, gap {e_mix-top_mix:.4f} eV")
print(f"VCA conduction energy at L above valence top "
      f"{conduction(P_MIX, (0.5, 0.5, 0.5))-top_mix:.4f} eV")
print(f"VCA valley masses: longitudinal {mass((0, 0, 1)):.3f}, "
      f"transverse {mass((1, 0, 0)):.3f} electron masses")
print(f"alloy sampled gap {gap:.4f} eV (top {top:.4f}, bottom {bottom:.4f} eV)")
print(f"gap over {len(gaps)} configurations: mean {np.mean(gaps):.4f}, "
      f"standard deviation {np.std(gaps, ddof=1):.4f} eV")
print(f"neglected bond-length scaling changes gap by {s_bottom-s_top-gap:.4f} eV")
print(f"rough spin-orbit splittings Si {SO_SI:.2f}, Ge {SO_GE:.2f}, mean {so_mix:.3f} eV")
print(f"neglected spin-orbit raises valence top by {e_so[7]-top_mix:.4f} eV")
print(f"rough thermal gap narrowing at {T_USE:.0f} K "
      f"{VAR_A*T_USE**2/(T_USE+VAR_B):.3f} eV; kT {sc.k*T_USE/sc.e:.4f} eV")
print("checks complete")
```

It prints:

```
parameters (eV): Es Ep Es* Vss Vxx Vxy Vsp Vs*p
  Si: -4.2 1.7 6.7 -8.3 1.7 4.6 5.7 5.4
  Ge, offset included: -5.4 2.1 6.9 -6.8 1.6 4.9 5.5 5.2
Ge valence offset 0.5 eV; Ge fraction 0.25
rough lattice constants Si 5.43, Ge 5.66, alloy 5.4875 angstrom
cells 64, atoms 128, Ge atoms 32, orbitals 640
supercell edge 15.52 angstrom = 1.552 nm
pure Si group-weight error: K=0 3.1e-15, generic K 2.4e-15
pure Si eigenvectors at K=0 with no weight above 0.99: 630 of 640
pure Si largest unfolded band error 1.2e-14 eV
alloy sum-rule errors: per state 4.2e-15, per k 3.6e-15
first-moment matrix error 7.1e-15 eV
first-moment mismatch, unequal sublattices 0.300 eV
second-moment identity error 1.9e-13 eV^2
8-cell mean excess, 784 configurations 0.988536 eV^2
8-cell mean excess, closed formula 0.988536 eV^2
alloy Gamma excess 0.9962, ensemble formula 1.0239 eV^2
alloy Gamma rms disorder width per orbital 0.3156 eV
bands 4 and 5 from Gamma (t=0) to X (t=1), eV:
   t    Si4     Si5   alloy4  alloy5   VCA4    VCA5
 0.00  0.0000  3.4000  0.1253  3.4682  0.1250  3.4250
 0.25 -0.6591  2.5670 -0.5478  2.6379 -0.5655  2.6486
 0.50 -1.7677  1.5015 -1.6890  1.5718 -1.7115  1.5814
 0.75 -2.5994  1.1356 -2.5652  1.1736 -2.5664  1.1810
 1.00 -2.9000  1.5948 -2.8710  1.4610 -2.8750  1.5575
alloy valence state 254: E 0.1210 eV, W(Gamma) 0.9957
alloy valence state 255: E 0.1220 eV, W(Gamma) 0.9953
alloy valence state 256: E 0.1253 eV, W(Gamma) 0.9945
alloy valley state 1: E 1.1608 eV, W(+k) 0.4853, W(-k) 0.4853
alloy valley state 2: E 1.1736 eV, W(+k) 0.4858, W(-k) 0.4858
valley splitting 12.83 meV, first order 10.20 meV
weak contrast 0.001: ratios theory/computed shift 0.99996, loss 0.99999, splitting 0.99985
lowest Gamma state shift -0.0079 eV, second order -0.0074 eV
lowest Gamma state weight lost 0.0012, second order 0.0011
Si valley minimum t 0.7314, gap 1.1332 eV
VCA valley minimum t 0.7480, gap 1.0560 eV
VCA conduction energy at L above valence top 2.0352 eV
VCA valley masses: longitudinal 0.772, transverse 1.619 electron masses
alloy sampled gap 1.0356 eV (top 0.1253, bottom 1.1608 eV)
gap over 4 configurations: mean 1.0384, standard deviation 0.0023 eV
neglected bond-length scaling changes gap by 0.0030 eV
rough spin-orbit splittings Si 0.04, Ge 0.30, mean 0.105 eV
neglected spin-orbit raises valence top by 0.0350 eV
rough thermal gap narrowing at 300 K 0.050 eV; kT 0.0259 eV
checks complete
```
